# The Thompson–Spaepen Driving Force for Crystallization Compared with Linear Undercooling, part 2

How large is the driving force for crystallization of an undercooled liquid, and how good is the Thompson–Spaepen (TS) formula for it? Let $g$, $h$, $s$ and $c_p$ be the Gibbs energy, enthalpy, entropy and heat capacity per atom at a fixed pressure. In front of any of them, $\Delta$ means liquid minus crystal at the same temperature $T$. The undercooling $\Delta T=T_m-T$ is instead a difference of temperatures, with $T_m$ the melting temperature. The heat and entropy of fusion are $\Delta h_m=\Delta h(T_m)$ and $\Delta s_m=\Delta s(T_m)=\Delta h_m/T_m$, and $k_B$ is the Boltzmann constant.

The driving force $\Delta g=\Delta h-T\Delta s$ is positive when the crystal is stable. The crystal has the composition of the liquid, and the liquid is in metastable equilibrium, a condition that fails once its structure freezes into a glass.

For a constant $\Delta c_p=\kappa\,\Delta s_m$, with $A(T)=\Delta T-T\ln(T_m/T)$, the driving force is

$$
\Delta g_\kappa(T)=\Delta s_m\left[\Delta T-\kappa A(T)\right]. \tag{3}
$$

The TS formula assumes $\kappa=1$, which no law of thermodynamics requires. This gives

$$
\Delta g_{\ln}(T)=\Delta s_m\,T\ln\frac{T_m}{T}. \tag{4}
$$

It then replaces the logarithm by a rational function, which lies below it at every temperature between zero and melting:

$$
\ln\frac{T_m}{T}\approx\frac{2\,\Delta T}{T_m+T}. \tag{5}
$$

The result is

$$
\Delta g_{\rm TS}(T)=\frac{\Delta h_m\,\Delta T}{T_m}\,\frac{2T}{T_m+T}. \tag{6}
$$

Its first factor is the linear-undercooling expression $\Delta g_{\rm lin}$, which neglects $\Delta c_p$ altogether.

The numerical model has $T_m=900$ K and $\Delta h_m=0.120$ eV per atom, so that $\Delta s_m=0.1333$ meV/K, or $1.55\,k_B$. At 600 K the driving force per atom is 40.00 meV from the linear expression, 32.00 meV from (6) and 32.44 meV from (4).

## Comparison with linear undercooling and its effect on crystallization

The driving force $\Delta g$ is the Gibbs energy of the liquid minus that of the crystal, per atom, at undercooling $\Delta T=T_m-T$. The heat and entropy of fusion are $\Delta h_m$ and $\Delta s_m=\Delta h_m/T_m$, and $\Delta c_p$ is the heat capacity of the liquid minus that of the crystal. The linear expression is $\Delta g_{\rm lin}=\Delta s_m\Delta T$. The Thompson–Spaepen expression is

$$
\Delta g_{\rm TS}=\Delta g_{\rm lin}(1-z),\qquad z=\frac{\Delta T}{T_m+T},\qquad 1-z=\frac{2T}{T_m+T}.
$$

For a constant $\Delta c_p=\kappa\Delta s_m$ the driving force is $\Delta s_m[\Delta T-\kappa A]$ with $A=\Delta T-T\ln(T_m/T)$. For a general $\Delta c_p$ it is

$$
\Delta g=\Delta s_m\Delta T-\int_T^{T_m}\Delta c_p(T')\frac{T'-T}{T'}\,dT',
$$

and its derivatives are $d\Delta g/dT=-\Delta s$ and $d^2\Delta g/dT^2=-\Delta c_p/T$.

Close to melting the comparison needs no model of the liquid beyond a smooth $\Delta c_p$. A Taylor expansion about $T_m$, with $T-T_m=-\Delta T$, uses $\Delta g(T_m)=0$, the slope $-\Delta s_m$ and the second derivative $-\Delta c_p(T_m)/T_m$:

$$
\Delta g=\Delta s_m\Delta T-\frac{\Delta c_p(T_m)}{2T_m}\,\Delta T^2+O(\Delta T^3). \tag{13}
$$

For the Thompson–Spaepen expression, $z=\Delta T/(2T_m-\Delta T)=\Delta T/(2T_m)+O(\Delta T^2)$, so

$$
\Delta g_{\rm TS}=\Delta s_m\Delta T-\frac{\Delta s_m}{2T_m}\,\Delta T^2+O(\Delta T^3).
$$

Both expressions have the right first-order term. The errors at second order are

$$
\Delta g_{\rm lin}-\Delta g\approx\Delta c_p(T_m)\,\frac{\Delta T^2}{2T_m},
$$

$$
\Delta g_{\rm TS}-\Delta g\approx\left[\Delta c_p(T_m)-\Delta s_m\right]\frac{\Delta T^2}{2T_m}.
$$

The second is smaller in magnitude than the first when $\Delta c_p(T_m)$ lies closer to $\Delta s_m$ than to zero, which means $\Delta c_p(T_m)>\Delta s_m/2$. The Thompson–Spaepen expression is thus not an improvement for every liquid. If the two phases have nearly equal heat capacities, the linear expression is the better one.

For constant $\kappa$ the dividing line can be found at any undercooling. Since $\Delta g_{\rm lin}\,z=\Delta s_m\Delta T^2/(T_m+T)$, define $B=\Delta T^2/(T_m+T)$, so that $\Delta g_{\rm TS}=\Delta s_m(\Delta T-B)$. In units of $\Delta s_m$ the linear expression is in error by $\kappa A$ and the Thompson–Spaepen expression by $\kappa A-B$. The second error is smaller in magnitude if

$$
(\kappa A-B)^2<(\kappa A)^2 .
$$

Expanding the square and cancelling $(\kappa A)^2$ leaves $B^2<2\kappa AB$. Both $A$ and $B$ are positive below melting, so the condition is

$$
\kappa>\kappa_c(T)=\frac{B}{2A}. \tag{14}
$$

Near melting both $A$ and $B$ approach $\Delta T^2/(2T_m)$, and $\kappa_c$ tends to $1/2$, as found from the Taylor expansion. As $T\to0$ both approach $T_m$, and $\kappa_c$ again tends to $1/2$. In between it is larger, because $B>A$: this is the statement that the rational function lies below the logarithm. For $T_m=900$ K the threshold is 0.514 at 750 K, 0.529 at 600 K and 0.539 at 500 K. Its largest value on a fine grid of temperatures between 1 K and 899 K is 0.558. For constant $\Delta c_p$, a measured ratio $\Delta c_p/\Delta s_m$ clearly above 0.56 therefore favours the Thompson–Spaepen expression over that whole range, and a ratio below 0.5 favours the linear one.

Three model liquids illustrate this, all with $T_m=900$ K, $\Delta h_m=0.120$ eV per atom and $\Delta s_m=0.1333$ meV/K. The first has $\kappa=1$, the second $\kappa=0.3$. The third has a difference that grows on cooling, $\Delta c_p=\Delta s_mT_m/T$. For the third the integral is

$$
\int_T^{T_m}\frac{T_m}{T'}\left(1-\frac{T}{T'}\right)dT'=T_m\ln\frac{T_m}{T}-\Delta T,
$$

because $T_mT\int_T^{T_m}dT'/T'^2=T_m-T$. Its driving force is therefore $\Delta s_m[2\Delta T-T_m\ln(T_m/T)]$. The values in meV per atom are as follows.

| $T$ (K) | linear | TS | $\kappa=1$ | $\kappa=0.3$ | growing |
|---|---|---|---|---|---|
| 750 | 20.00 | 18.18 | 18.23 | 19.47 | 18.12 |
| 600 | 40.00 | 32.00 | 32.44 | 37.73 | 31.34 |
| 500 | 53.33 | 38.10 | 39.19 | 49.09 | 36.13 |

At 600 K the linear expression exceeds the value for $\kappa=1$ by 23 per cent of that value, and the value for the third liquid by 28 per cent. The Thompson–Spaepen expression is 1.3 per cent too low for the first and 2.1 per cent too high for the third. Both liquids have $\Delta c_p(T_m)=\Delta s_m$, so the expression has the right second-order term for each, and the remaining errors begin at third order. For $\kappa=0.3$ the order is reversed: the linear expression is 6 per cent too high and the Thompson–Spaepen expression 15 per cent too low. When $\Delta c_p$ is known, the integral or the constant-$\kappa$ formula should replace both.

The two expressions also differ in shape. The linear driving force grows without a maximum on cooling, because it keeps $\Delta s=\Delta s_m$. The Thompson–Spaepen driving force has the entropy difference

$$
\Delta s_{\rm TS}=2\Delta s_m\left[1-\frac{2T_m^2}{(T+T_m)^2}\right],
$$

which vanishes when $T+T_m=\sqrt2\,T_m$, that is, at $T=(\sqrt2-1)T_m$. Above this temperature $\Delta s_{\rm TS}$ is positive and the driving force increases on cooling; below it the sign is reversed. The driving force therefore has its maximum there, with the value

$$
\Delta g_{\rm TS}^{\max}=2(3-2\sqrt2)\,\Delta h_m .
$$

In the model the maximum is 41.18 meV at 372.8 K. For constant $\kappa=1$ the entropies become equal at $T_m/e=331.1$ K. For the third liquid $\Delta s=\Delta s_m(2-T_m/T)$, which vanishes at $T_m/2=450$ K. These temperatures depend on the assumed heat capacity far more than the driving forces at 600 K do. Below them the formulas assign to the liquid a lower entropy than to the crystal. That result is an extrapolation of a heat capacity into a range where the equilibrium liquid has not been followed, and the fall of $\Delta g$ on further cooling should not be used as a prediction.

A real melt that escapes crystallization leaves equilibrium earlier, at a glass transition temperature $T_g$ that depends on the cooling rate. Below $T_g$ the atomic arrangement is frozen, and the heat capacity of the glass is often close to that of the crystal. As a model, set $\Delta c_p=0$ below $T_g$. Then $\Delta h$ and $\Delta s$ keep their values at $T_g$, and

$$
\Delta g(T)=\Delta h(T_g)-T\Delta s(T_g)=\Delta g(T_g)+\Delta s(T_g)\,(T_g-T). \tag{15}
$$

The driving force continues along its tangent at $T_g$. Here $\Delta g$ refers to a glass of fixed structure; slow relaxation of the glass would lower it.

Take $T_g=450$ K and the Thompson–Spaepen expression above it. At $T_g$ the driving force is 40.00 meV, and since $(T_g+T_m)/T_m=3/2$, the entropy difference is $2(1-8/9)=0.222$ in units of $\Delta s_m$. At 350 K the tangent gives $40.00+0.222\times0.1333\times100=42.96$ meV. The Thompson–Spaepen expression continued to 350 K would give 41.07 meV, which is 4.4 per cent less. The reason is the balance of two losses that the glass avoids. Between 450 and 350 K the liquid would lose 15.7 meV of excess enthalpy, which lowers $\Delta g$, while its loss of excess entropy, multiplied by 350 K, would raise $\Delta g$ by 13.8 meV. The difference of 1.9 meV is the amount by which the driving force of the glass is larger.

The effect of the driving force on nucleation is much stronger than its effect on the energy balance. Consider a spherical crystal of radius $r$ in the liquid, with interface energy $\gamma$ per area and volume $v$ per atom. Take $\gamma$ as independent of $r$, take $v$ as equal in both phases, and neglect elastic strain. The sphere contains $4\pi r^3/(3v)$ atoms, each of which releases $\Delta g$, and the work to form it is

$$
W(r)=-\frac{4\pi r^3}{3v}\,\Delta g+4\pi r^2\gamma .
$$

The derivative $-4\pi r^2\Delta g/v+8\pi r\gamma$ vanishes at the critical radius

$$
r^*=\frac{2\gamma v}{\Delta g}. \tag{16}
$$

The second derivative there is $-16\pi\gamma+8\pi\gamma=-8\pi\gamma$, so this is a maximum. Inserting $\Delta g/v=2\gamma/r^*$ in the first term of $W$ gives $-8\pi r^{*2}\gamma/3$, and the barrier is

$$
W^*=\frac{4\pi}{3}r^{*2}\gamma=\frac{16\pi\gamma^3v^2}{3\,\Delta g^2}. \tag{17}
$$

With the same $\gamma$ and $v$ in both cases, the barriers from the two driving forces have the ratio

$$
\frac{W^*_{\rm TS}}{W^*_{\rm lin}}=\frac{1}{(1-z)^2}=\left(\frac{T_m+T}{2T}\right)^2. \tag{18}
$$

Choose $\gamma=0.060$ J/m$^2$, which is 0.3745 eV/nm$^2$, and $v=0.030$ nm$^3$. At 600 K the Thompson–Spaepen driving force gives $r^*=2\times0.3745\times0.030/0.0320=0.702$ nm and $W^*=(4\pi/3)\times0.702^2\times0.3745=0.773$ eV. The linear one gives $r^*=0.562$ nm and $W^*=0.495$ eV. The ratio of the barriers is $(1500/1200)^2=1.5625$. With $k_BT=51.70$ meV the barriers are $14.96\,k_BT$ and $9.57\,k_BT$.

The steady nucleation rate contains the factor $\exp(-W^*/k_BT)$. This factor is larger with the linear driving force by $\exp(14.96-9.57)$, which is about 220. The prefactor of the rate is taken to be the same for both driving forces. A critical radius of 0.7 nm is little more than twice the atomic length $v^{1/3}\approx0.3$ nm, so a sharp interface with a constant $\gamma$ is itself a rough description. The factor measures the sensitivity of this nucleation model; it is not a prediction for a material.

The same sensitivity applies to small errors. Because $W^*\propto\Delta g^{-2}$, a small relative change $\epsilon$ in $\Delta g$ changes $W^*/k_BT$ by about $-2\epsilon\,W^*/k_BT$. For $\kappa=1$ without the truncated logarithm, the barrier at 600 K is 0.753 eV, or $14.56\,k_BT$. The exponential factor is then 1.5 times that of the Thompson–Spaepen expression, although the driving forces differ by 1.4 per cent.

Close to melting, the relative difference between the barriers disappears, but the absolute difference does not. Let $C=16\pi\gamma^3v^2/(3\Delta s_m^2)$, so that $W^*_{\rm lin}=C/\Delta T^2$. For small undercooling $(1-z)^{-2}-1\approx2z\approx\Delta T/T_m$, and hence

$$
W^*_{\rm TS}-W^*_{\rm lin}\approx\frac{C}{T_m\,\Delta T}. \tag{19}
$$

This grows as $\Delta T\to0$. The ratio of the two exponential factors therefore diverges at melting, where both factors vanish. First-order agreement of the driving forces does not ensure agreement of the nucleation rates.

The interface energy $\gamma$ can be obtained by fitting nucleation data. At one temperature a given barrier fixes $\gamma^3/\Delta g^2$, so the fitted interface energy scales as $\Delta g^{2/3}$. A value of $\gamma$ fitted with one driving force must not be combined with the other.

The growth of an existing crystal is less sensitive. Let atoms join a flat interface at the rate $k_+$ per site and leave it at the rate $k_-$. Each atom that joins lowers the Gibbs energy by $\Delta g$, so detailed balance between neighbouring positions of the interface requires $k_-/k_+=\exp(-\Delta g/k_BT)$. The net rate is

$$
k_+-k_-=k_+\left[1-\exp\left(-\frac{\Delta g}{k_BT}\right)\right]. \tag{20}
$$

The rate $k_+$ carries the atomic mobility and is taken to be the same for both driving forces. At 600 K the exponents are $40.00/51.70$ and $32.00/51.70$, and the brackets are 0.539 for the linear and 0.461 for the Thompson–Spaepen expression. The linear expression thus overestimates the growth rate by 17 per cent relative to the latter. This is less than the 25 per cent by which the driving forces differ, because the bracket is a concave function of $\Delta g$ that starts from zero and saturates at 1. For $\Delta g\ll k_BT$ the bracket becomes $\Delta g/k_BT$, and the growth rates differ by the full factor $1/(1-z)$. For $\Delta g\gg k_BT$ atoms would seldom leave the crystal, and the mobility alone would set the rate. The Thompson–Spaepen expression does not reach this limit in the model, because $\Delta g_{\rm TS}/k_BT=2(\Delta s_m/k_B)\,z$ stays below $2\Delta s_m/k_B=3.09$ at every temperature. Deeper undercooling therefore does not at once remove the difference: at 450 K the growth rates from the two expressions differ by 22 per cent.

In a cell where crystallization starts from nuclei formed in the amorphous region, the effect on the calculated switching time depends on what limits it. If the time is the wait for a first nucleus, it changes by the full factor of the steady nucleation rate, about 220 in the model at 600 K, only when that wait is long compared with the incubation time in which the population of small clusters builds up. The incubation time contains no exponential of the barrier and depends weakly on $\Delta g$. With the linear barrier $\exp(W^*/k_BT)$ is about $1.4\times10^4$, while a region of $(10\ {\rm nm})^3$ already holds about $3\times10^4$ atoms. In a region of that size or larger the incubation time limits the first nucleus for the linear driving force, and the factor is far smaller than 220. If many nuclei form at a constant rate $I$ per volume and grow at a constant speed $u$ until they meet, their number rises as $It$ and their volumes as $(ut)^3$. The crystallized fraction then depends on $Iu^3t^4$, the time scales as $(Iu^3)^{-1/4}$, and the same case gives a factor of about 4. Where crystallization proceeds by growth from a crystalline rim, the same choice enters through equation (20) and has a modest effect at the temperature considered here.
